\section*{Surface charge behind a given band bending on bare silicon}

\section*{Problem}

A bare silicon surface is doped n-type with $N=10^{16}\ \mathrm{cm^{-3}}$ shallow donors and kept at 300 K. Its bands bend upward by 0.5 eV between the bulk and the surface.

(a) Estimate the charge per unit area that must sit on the surface to sustain this bending.

(b) Find how much the thermal spread of the electrons changes the estimate, and at what bending the estimate fails.

(c) The charge sits in surface states spread uniformly in energy. How far from their neutrality level must the Fermi level lie, and how firmly is it pinned?

Take the relative permittivity of silicon as 11.7, so that $\varepsilon=1.036\times10^{-12}\ \mathrm{F/cm}$, and the intrinsic density as $n_i=10^{10}\ \mathrm{cm^{-3}}$. These are rough typical values.

\section*{Solution}

\subsection*{Signs and neutrality}

Let $x$ run from the surface, $x=0$, into the crystal. The electrostatic potential $\phi(x)$ is zero in the bulk. An electron has charge $-q$, so the bands are raised by $-q\phi$. It is convenient to use
\[
v(x)=-\phi(x),\qquad v(0)=\psi=0.5\ \mathrm{V},\qquad v(\infty)=0 ,
\]
so that $qv$ is the local upward bending. Poisson's equation $\phi''=-\rho/\varepsilon$ becomes
\begin{equation}
v''=\frac{\rho}{\varepsilon}. \label{poisson}
\end{equation}
Upward bending repels electrons from the surface region. The donors left behind are positive, and the electrons that balance them are trapped at the surface. Let $n_s$ be the number of trapped elementary charges per unit area; the surface charge is then $-qn_s$.

We assume a flat, laterally uniform surface in equilibrium, with no electric field outside the crystal. A Gauss box reaching from the vacuum into the field-free bulk has no flux through either end. The charge inside it must vanish:
\begin{equation}
-qn_s+\int_0^\infty\rho\,dx=0. \label{neutral}
\end{equation}
The question about the surface is thereby turned into one about the space charge below it.

\subsection*{(a) The depletion estimate}

Suppose that all donors are ionized and that there are no mobile carriers down to a depth $W$, while the crystal beyond $W$ is neutral. Then $\rho=qN$ for $0<x<W$, and Eq.~(\ref{neutral}) gives
\begin{equation}
n_s=NW. \label{nw}
\end{equation}
To find $W$, integrate Eq.~(\ref{poisson}) with $v'(W)=0$, because the neutral bulk has no field:
\[
v'(x)=-\frac{qN}{\varepsilon}(W-x).
\]
The electric field is $-\phi'=v'$. It is negative, so it points toward the surface, as it should between positive donors and negative surface charge. Its magnitude at the surface is
\begin{equation}
F_s=\frac{qNW}{\varepsilon}=\frac{qn_s}{\varepsilon}. \label{field}
\end{equation}
A second integration, with $v(W)=0$, gives
\[
v(x)=\frac{qN}{2\varepsilon}(W-x)^2,
\qquad
\psi=v(0)=\frac{qNW^2}{2\varepsilon}.
\]
Solving for $W$ and inserting it in Eq.~(\ref{nw}),
\begin{equation}
W=\sqrt{\frac{2\varepsilon\psi}{qN}},\qquad
n_s=N\sqrt{\frac{2\varepsilon\psi}{qN}}
=\sqrt{\frac{2\varepsilon N\psi}{q}} . \label{main}
\end{equation}
With $q=1.602\times10^{-19}$ C the numbers are
\[
n_s=\sqrt{\frac{2(1.036\times10^{-12})(10^{16})(0.5)}{1.602\times10^{-19}}}\ \mathrm{cm^{-2}}
=\sqrt{6.47\times10^{22}}\ \mathrm{cm^{-2}}
\approx2.5\times10^{11}\ \mathrm{cm^{-2}} .
\]
This equals $0.041\ \mathrm{\mu C/cm^2}$. The depleted layer is $W=n_s/N=254$ nm deep, and the surface field is 0.039 MV/cm.

An ideal Si(100) plane has two atoms per square of side equal to the lattice constant, 0.543 nm, or $6.8\times10^{14}$ atoms per $\mathrm{cm^2}$. The charge found is therefore one electron for about 2700 surface atoms. So little charge suffices because its counter-charge lies deep: the field it creates acts over a quarter of a micrometre.

The square root in Eq.~(\ref{main}) has a simple origin. At fixed doping, more surface charge raises the field and also deepens the layer in the same proportion, so the bending grows as $n_s^2$. At fixed bending, a hundredfold increase in doping raises the charge tenfold and makes the layer ten times thinner.

For p-type silicon with downward bending, the ionized acceptors are negative and the surface charge is positive. All signs reverse, and the magnitude in Eq.~(\ref{main}) is unchanged.

\subsection*{(b) Thermal electrons and the limits of the estimate}

The edge of the depleted layer is not sharp. With Boltzmann statistics the electron density is $Ne^{-v/V_T}$, where $V_T=kT/q=25.85$ mV. Leaving out holes for the moment,
\[
v''=\frac{qN}{\varepsilon}\left(1-e^{-v/V_T}\right).
\]
Multiply both sides by $v'$. The left side becomes $\tfrac12\,d(v'^2)/dx$, and the right side is the derivative of a function of $v$. Integrating from the bulk, where $v=v'=0$, to the surface gives
\begin{equation}
\frac{F_s^2}{2}=\frac{qN}{\varepsilon}
\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right]. \label{first}
\end{equation}
Gauss's law at the surface, $n_s=\varepsilon F_s/q$, still holds, since it follows from neutrality and not from a sharp edge. Here $\psi/V_T=19.3$, so the exponential is negligible and
\begin{equation}
n_s\simeq\sqrt{\frac{2\varepsilon N(\psi-V_T)}{q}}
=2.48\times10^{11}\ \mathrm{cm^{-2}}. \label{thermal}
\end{equation}
Expanding the square root shows that the charge is lowered by a fraction of about $V_T/(2\psi)=2.6\%$ relative to Eq.~(\ref{main}). A numerical solution of Poisson's equation with both electrons and holes also gives $2.48\times10^{11}\ \mathrm{cm^{-2}}$.

\paragraph{Small bending.} When $\psi\ll V_T$, the depletion picture fails because most electrons stay in place. Expanding the exponential in Eq.~(\ref{first}) to second order,
\[
\psi-V_T\left(\frac{\psi}{V_T}-\frac{\psi^2}{2V_T^2}\right)=\frac{\psi^2}{2V_T},
\]
and hence
\[
F_s=\psi\sqrt{\frac{qN}{\varepsilon V_T}},\qquad
n_s=\frac{\varepsilon F_s}{q}=NL_D\,\frac{\psi}{V_T},\qquad
L_D=\sqrt{\frac{\varepsilon V_T}{qN}} .
\]
The charge is now linear in the bending, as in a capacitor of thickness $L_D$, the Debye length. Comparison with Eq.~(\ref{main}) gives $L_D=W\sqrt{V_T/(2\psi)}=41$ nm for the example. This length also sets the blurring of the depleted layer's edge, which is several times wider: in the example with 0.5 eV bending, the electron density rises from 10\% to 90\% of its bulk value over about $3.5L_D$, or 140 nm.

\paragraph{Large bending.} Upward bending attracts holes. Their bulk density is $n_i^2/N=10^4\ \mathrm{cm^{-3}}$, and at the surface it becomes
\[
p_s=\frac{n_i^2}{N}e^{\psi/V_T}=2.5\times10^{12}\ \mathrm{cm^{-3}} .
\]
This exceeds $n_i$ but is far below $N$. Integrating the hole density over $v$, as was done for the electrons, adds approximately $V_Tp_s/N$ to the bracket in Eq.~(\ref{first}):
\begin{equation}
\frac{F_s^2}{2}\simeq\frac{qN}{\varepsilon}
\left[\psi-V_T+V_T\frac{p_s}{N}\right]. \label{holes}
\end{equation}
At 0.5 V the last term is only $2.5\times10^{-4}V_T$. Strong inversion is conventionally said to begin when $p_s=N$, or
\[
\psi_{\rm inv}=2V_T\ln\frac{N}{n_i}=0.714\ \mathrm{V}.
\]
At that point the two thermal terms in Eq.~(\ref{holes}) cancel, and Eq.~(\ref{main}) is still good. About 0.09 V further on, the hole term has grown as large as $\psi$ itself. The depletion formula fails within this interval: the charge exceeds Eq.~(\ref{main}) by 5\% at 0.75 V, by 12\% at 0.77 V and by 40\% at 0.80 V, and it rises steeply beyond. With Boltzmann statistics the rise tends to $e^{\psi/(2V_T)}$. Here its logarithmic slope reaches about nine tenths of that value near 0.88 V and then falls again, because the surface Fermi level reaches the valence band at about 0.92 V and the holes become degenerate.

\subsection*{A few cases}

The table compares Eq.~(\ref{main}) with the numerical solution at 300 K, with fully ionized donors in every row. The charges are in units of $10^{11}\ \mathrm{cm^{-2}}$.

\begin{center}
\begin{tabular}{ccccc}
\hline
$N$ ($\mathrm{cm^{-3}}$) & $\psi$ (V) & $W$ (nm) & $n_s$, depletion & $n_s$, numerical\\
\hline
$10^{15}$ & 0.4 & 719 & 0.72 & 0.70\\
$10^{16}$ & 0.3 & 197 & 1.97 & 1.88\\
$10^{16}$ & 0.5 & 254 & 2.54 & 2.48\\
$10^{17}$ & 0.5 & 80 & 8.04 & 7.83\\
\hline
\end{tabular}
\end{center}

The last two rows have the same bending, and their charges differ by $\sqrt{10}$. Their relative errors are equal, because $V_T/(2\psi)$ does not contain the doping. The largest relative error, nearly 5\% of the numerical value, belongs to the smallest bending.

\subsection*{(c) Surface states and pinning}

Let the surface states have a constant density $D$ per unit energy and area throughout the gap. Their neutrality level $E_N$ is the filling level at which they carry no net charge. If the Fermi level lies higher by $\delta$, the additional electrons number $D\delta$. Thermal smearing does not alter this count appreciably when the Fermi level is many $kT$ from both band edges: for constant $D$, the states emptied just below the Fermi level are as many as those filled just above it. Therefore
\begin{equation}
\delta=E_F-E_N=\frac{n_s}{D}. \label{delta}
\end{equation}
For $D=10^{13}\ \mathrm{eV^{-1}cm^{-2}}$ this gives $\delta=25$ meV. For $D=10^{12}\ \mathrm{eV^{-1}cm^{-2}}$ it gives 254 meV. Both densities are round model values.

The position of the Fermi level in the surface gap follows from the bending. With a gap of 1.12 eV and a conduction-band density of states $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$, the Fermi level in the bulk is $kT\ln(N_c/N)=0.205$ eV below the conduction band. At the surface it lies
\[
1.12-0.205-0.50=0.415\ \mathrm{eV}
\]
above the valence band. With the depletion estimate of the charge, the neutrality level must then be at about 0.39 eV for the denser set of states and at 0.16 eV for the sparser one.

A small offset is not yet a measure of pinning. For that, hold $D$ and $E_N$ fixed, change the doping slightly, and let the bending adjust. Write $B=q\psi$ for the bending energy and $E_s$ for the Fermi level at the surface, measured from the valence band there. The Fermi level in the bulk rises by $kT\,d\ln N$ relative to the bands, while an increase in bending lowers $E_s$:
\[
dE_s=kT\,d\ln N-dB .
\]
Equation~(\ref{delta}) requires $D\,dE_s=dn_s$. From Eq.~(\ref{main}), $dn_s=\tfrac12n_s(d\ln N+dB/B)$. Dividing by $D$ and replacing $dB$ by $kT\,d\ln N-dE_s$,
\[
dE_s=\frac{\delta}{2}\left(d\ln N+\frac{kT\,d\ln N-dE_s}{B}\right).
\]
Collecting the terms in $dE_s$ on the left gives
\begin{equation}
\frac{dE_s}{d\ln N}
=\frac{\delta}{2}\,\frac{1+kT/B}{1+\delta/(2B)} . \label{pin}
\end{equation}
With $B=0.5$ eV, the surface Fermi level moves by 13 meV per unit of $\ln N$ for the denser states and by 107 meV for the sparser ones. These figures use the depletion formula; the thermal edge of the layer lowers them by 2.4\% and 2.9\%, respectively. The yardstick is a surface whose charge cannot change, $D\to0$, for which Eq.~(\ref{pin}) gives $B+kT=526$ meV. The two surfaces move by 2.5\% and 20\% of this, so the first is fairly well pinned and the second only weakly. Even the first still moves by half as much as the bulk Fermi level, which shifts by $kT=26$ meV per unit of $\ln N$. In the limit $D\to\infty$ the offset $\delta$ vanishes, and so does the movement: the states can then supply any charge the space-charge layer asks for without a shift of the Fermi level.

The same space charge occurs beneath a metal contact with the same bending. There the Gauss box ends inside the metal, so $-qn_s$ is the sum of the charge in interface states and the charge on the metal. The calculation fixes their sum and not their shares.

\subsection*{What the model leaves out}

\paragraph{Temperature.} At 400 K, with the bending and the gap held fixed, the numerical solution gives $2.48\times10^{11}\ \mathrm{cm^{-2}}$, the same as at 300 K to three digits. Two changes cancel. The thermal voltage rises by 8.6 mV, which lowers the bracket in Eq.~(\ref{holes}). The holes raise it. With a fixed gap $E_g$, the intrinsic density varies as $T^{3/2}e^{-E_g/(2kT)}$ and reaches about $3.5\times10^{12}\ \mathrm{cm^{-3}}$ at 400 K. The surface hole density $p_s=(n_i^2/N)e^{\psi/V_T}$ is then about $2.4\times10^{15}\ \mathrm{cm^{-3}}$, and the hole term $V_Tp_s/N$ is about 8 mV, nearly the same size. The close cancellation belongs to these parameters and is not a general rule. In real silicon the gap shrinks by about 0.03 eV between 300 and 400 K; $n_i$ is then near $5\times10^{12}\ \mathrm{cm^{-3}}$, the hole term is about 18 mV, and the charge becomes $2.50\times10^{11}\ \mathrm{cm^{-2}}$.

\paragraph{Donors.} For a donor depth of 45 meV, 99.6\% of the bulk donors are ionized at 300 K. The effect on $n_s$ is below 0.001\%. In the depleted layer few electrons are present to occupy donors. At its edge two small changes cancel to first order: if $s$ is the ratio of neutral to ionized donors in the bulk, the charge density is $qN[1/(1+se^{-v/V_T})-e^{-v/V_T}/(1+s)]$, and integrating it over $v$ replaces the term $V_T$ in Eq.~(\ref{thermal}) by $V_T[\ln(1+s)+1/(1+s)]\simeq V_T(1+s^2/2)$, with $s\approx0.004$. The random positions of the donors matter more. A cube of side $W$ holds 164 of them on average, with a relative spread of $1/\sqrt{164}=7.8\%$. At fixed bending $n_s\propto\sqrt N$, so a fluctuation uniform in depth would be halved to 3.9\%. In fact an extra donor at depth $x$ changes the surface charge by the fraction $1-x/W$ of its own, which in one dimension gives $1/\sqrt{3\times164}=4.5\%$, while lateral spreading of the field lowers the figure to about 3\% on a patch of side $W$. The variation from patch to patch is thus some 3 to 5\%; it is not an error in the mean charge.

\paragraph{Tunnelling and high fields.} An electron at the bulk band edge meets the barrier $q\psi(1-x/W)^2$. For mass $m$, its semiclassical tunnelling exponent is
\[
\frac{2}{\hbar}\int_0^W\sqrt{2mq\psi}\left(1-\frac{x}{W}\right)dx
=\frac{W\sqrt{2mq\psi}}{\hbar}\approx400
\]
for $m=0.19$ electron masses, the lighter of the two conduction-band masses of silicon and so the more favourable one. Penetration through the whole layer is negligible. The surface field is 13\% of a rough breakdown field of 0.3 MV/cm. The first correction for electron degeneracy in the bulk is about $10^{-4}kT$.

\subsection*{Beside real silicon surfaces}

A doping of $10^{16}\ \mathrm{cm^{-3}}$ is ordinary for lightly doped silicon, and a bending of some tenths of an electronvolt is a reasonable size for a surface with many states in the gap. A well-passivated oxide interface is a different case. Its state density near midgap can be roughly $10^{10}\ \mathrm{eV^{-1}cm^{-2}}$, for which Eq.~(\ref{delta}) would demand an offset of 25 eV. Such states cannot sustain the bending; fixed charge or an outside field would have to do so. The absence of an outside field is also an assumption, and a gate breaks it. If a field $F_{\rm out}$ points away from the surface into vacuum, the Gauss box gives $n_s=NW-\varepsilon_0F_{\rm out}/q$ at fixed bending. A field of 0.01 MV/cm changes the required charge by $5.5\times10^9\ \mathrm{cm^{-2}}$, about 2\%, whereas a gate field of 1 MV/cm across vacuum would correspond to $5.5\times10^{11}\ \mathrm{cm^{-2}}$, more than the whole surface charge found here. The estimate therefore applies to a bare surface and not, without this term, to a gated one. Further digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
relative permittivity: 11.7
permittivity: 1.0359e-12 F/cm
donor density: 1.0e+16 cm^-3
band bending: 0.50 eV
temperature: 300 K
thermal energy kT: 25.85 meV
intrinsic density: 1.0e+10 cm^-3
conduction-band density of states: 2.8e+19 cm^-3
donor depth: 45 meV
band gap: 1.12 eV
depletion width: 254.3 nm
surface field: 0.0393 MV/cm
surface charge, depletion: 2.543e+11 e/cm^2
same charge: 0.0407 uC/cm^2
charge with thermal edge: 2.476e+11 e/cm^2
charge, full Poisson: 2.476e+11 e/cm^2
depletion overestimate: 2.69 %
full charge, N=1e+15 cm^-3, 0.4 eV: 6.956e+10 e/cm^2
full charge, N=1e+16 cm^-3, 0.3 eV: 1.883e+11 e/cm^2
full charge, N=1e+17 cm^-3, 0.5 eV: 7.830e+11 e/cm^2
strong-inversion bending: 0.714 eV
surface hole density: 2.51e+12 cm^-3
hole sheet density: 1.75e+06 cm^-2
ionized bulk donors: 99.60 %
charge change from donor freeze-out: -0.0000 %
charge at 400 K, same bending: 2.475e+11 e/cm^2
hole sheet density at 400 K: 2.26e+09 cm^-2
degeneracy correction / kT: 1.26e-04
surface Fermi level above valence band: 0.415 eV
neutrality offset, D=1e+12 /(eV cm^2): 254.3 meV
neutrality offset, D=1e+13 /(eV cm^2): 25.4 meV
lattice constant: 0.543 nm
ideal Si(100) surface atoms: 6.78e+14 cm^-2
surface atoms per trapped electron: 2668
light electron mass: 0.19 m_e
tunnelling energy scale: 1.25 meV
tunnelling exponent at band edge: 402
rough breakdown field: 0.3 MV/cm
surface field / breakdown field: 0.13
donors in a cube of side W: 164
local charge spread from random donors: 3.9 %
\end{verbatim}
